# Second-order rates between polaritons and dark states with local vibrational baths, part 2

One excitation is shared by a cavity mode, $|c\rangle$, and $N$ identical molecules, $|n\rangle$:

$$H_S=\omega_c|c\rangle\langle c|+\omega_0\sum_{n=1}^N|n\rangle\langle n|+g\sum_{n=1}^N\big(|c\rangle\langle n|+|n\rangle\langle c|\big).\tag{1}$$

Energies are in meV and $\hbar=1$ in formulas; a rate in meV is divided by $\hbar$ to give an inverse time. Each molecule has its own harmonic bath at inverse temperature $\beta$, coupled through $V=\sum_n|n\rangle\langle n|B_n$, $B_n=\sum_kc_k(b_{nk}+b_{nk}^\dagger)$, with mode frequencies $\omega_k$. The problem is how these baths transfer population between the polaritons $\pm$ and the $N-1$ dark states (level $D$, single state $d$).

Let $\delta=\omega_c-\omega_0$, $\Omega=2g\sqrt N$, and measure $\varepsilon$ from $\omega_0$, so $\varepsilon_D=0$ and $\omega_\pm=\omega_0+\varepsilon_\pm$:

$$\varepsilon_\pm=\tfrac12(\delta\pm\Delta),\qquad \Delta=\sqrt{\delta^2+\Omega^2},\qquad \varepsilon_+\varepsilon_-=-\Omega^2/4,\tag{4}$$

The polaritons have photon weight $C_\pm^2=1-X_\pm^2$ and exciton weight $X_\pm^2$:

$$X_\pm^2=\tfrac12\Big(1\mp\frac{\delta}{\Delta}\Big),\qquad |\langle n|\pm\rangle|^2=\frac{X_\pm^2}{N}.\tag{5}$$

For eigenstates $\mu\neq\nu$, with $\omega=\varepsilon_\mu-\varepsilon_\nu$, $v_n=\langle\nu|n\rangle\langle n|\mu\rangle$ and $C_{nm}(\tau)=\langle B_n(\tau)B_m(0)\rangle$, the golden rule gives

$$k(\mu\to\nu)=\sum_{nm}v_n^*v_m\,\Gamma_{nm}(\omega),\qquad \Gamma_{nm}(\omega)=\int_{-\infty}^{\infty}d\tau\,e^{i\omega\tau}C_{nm}(\tau).\tag{8}$$

For local baths $C_{nm}=\delta_{nm}C$ and $\Gamma_{nm}=\delta_{nm}\Gamma$. With $\bar n(\omega)=1/(e^{\beta\omega}-1)$, $\bar n_k=\bar n(\omega_k)$, $J(\omega)=\pi\sum_kc_k^2\,\delta(\omega-\omega_k)$, and $\omega>0$ in (11),

$$C(\tau)=\sum_kc_k^2\big[(\bar n_k+1)e^{-i\omega_k\tau}+\bar n_ke^{i\omega_k\tau}\big].\tag{10}$$

$$\Gamma(\omega)=2J(\omega)\,[\bar n(\omega)+1],\qquad \Gamma(-\omega)=2J(\omega)\,\bar n(\omega)=e^{-\beta\omega}\,\Gamma(\omega).\tag{11}$$

$$k(d\to-)=\Gamma(-\varepsilon_-)\,\frac{X_-^2}{N}\sum_n|\langle n|d\rangle|^2=\frac{X_-^2}{N}\,\Gamma(\omega_0-\omega_-).\tag{12}$$

$$k(+\to D)=\Gamma(\varepsilon_+)\sum_n\Big(1-\frac1N\Big)\frac{X_+^2}{N}=\Big(1-\frac1N\Big)X_+^2\,\Gamma(\omega_+-\omega_0).\tag{13}$$

In general, with $x_\pm=X_\pm^2$, $x_D=1$, level projectors $\Pi_F$ and $w_F=\langle n|\Pi_F|n\rangle$ ($w_\pm=X_\pm^2/N$, $w_D=1-1/N$),

$$k(I\to F)=x_I\,w_F\,\Gamma(\varepsilon_I-\varepsilon_F).\tag{14}$$

In the secular approximation, with $A\equiv A_n(\omega)=\sum_{\varepsilon_I-\varepsilon_F=\omega}\Pi_F|n\rangle\langle n|\Pi_I$ and $\Lambda$ giving level shifts, the density matrix $\rho$ and populations $P_F=\mathrm{Tr}\,\Pi_F\rho$ obey

$$\dot\rho=\sum_{n,\omega}\Big\{-i\Lambda(\omega)[A^\dagger A,\rho]+\Gamma(\omega)\big(A\rho A^\dagger-\tfrac12\{A^\dagger A,\rho\}\big)\Big\}.\tag{18}$$

$$\sum_nA^\dagger\Pi_FA=w_F\,\Pi_I\big(1-|c\rangle\langle c|\big)\Pi_I=w_F\,x_I\,\Pi_I.\tag{19}$$

$$\dot P_F=\sum_{I\ne F}\big[k(I\to F)P_I-k(F\to I)P_F\big],\tag{20}$$

The opening quoted 125.7 fs for $1/k(+\to D)$ and 175.6 ps for $1/k(d\to-)$ at $N=1000$, using the example parameters given below.

### Correlated baths and cavity loss

Suppose the baths are uniformly correlated, $\Gamma_{nm}=[(1-r)\delta_{nm}+r]\,\Gamma$ with $0\le r\le1$. Equation (8) becomes $k=\Gamma\,[(1-r)\sum_n|v_n|^2+r|\sum_nv_n|^2]$, and $\sum_nv_n=\langle\nu|(1-|c\rangle\langle c|)|\mu\rangle$. This vanishes between a dark state and a polariton and has magnitude $|X_+X_-|$ between the polaritons. So (12) and (13) are multiplied by $1-r$, and

$$k(+\to-)=X_+^2X_-^2\,\Gamma(\Delta)\Big[\frac{1-r}{N}+r\Big]=X_+^2X_-^2\,\Gamma(\Delta)\,\frac{1+(N-1)r}{N}.\tag{21}$$

A common bath, $r=1$, respects the permutation symmetry of the molecules and cannot reach the dark states at all. Modelling molecular vibrations by one shared bath therefore removes the channel $+\to D$, which for local baths dominates the bath-induced decay of the upper polariton once $(N-1)\,\Gamma(\varepsilon_+)\gg X_-^2\,\Gamma(\Delta)$, and by (21) it removes the factor $1/N$ from $k(+\to-)$.

A photon loss rate $\kappa$ removes the polaritons at $\kappa_\pm=C_\pm^2\kappa=(1-X_\pm^2)\kappa$. For large $N$ the polariton populations relax fast and follow $P_D$. Dropping the $\pm\to\mp$ terms, which are smaller by $1/N$, and setting $\dot P_\pm\approx0$ gives $P_\pm=k(d\to\pm)P_D/[\kappa_\pm+k(\pm\to D)]$. Excitation leaves at $\kappa_+P_++\kappa_-P_-=k_{\rm eff}P_D$, with

$$k_{\rm eff}=\sum_\pm k(d\to\pm)\,\eta_\pm,\qquad \eta_\pm=\frac{\kappa_\pm}{\kappa_\pm+k(\pm\to D)},\tag{22}$$

up to relative corrections of order $1/N$. The $\eta_\pm$ are escape probabilities that, at fixed $\Omega$, $\delta$ and $\kappa$, depend on $N$ only through $1-1/N$, so $k_{\rm eff}\propto1/N$.

### Conditions of validity

The rates are second order in $c_k$ and describe one-phonon events. For a bath such as (23) below, the total Huang–Rhys factor $S=\sum_kc_k^2/\omega_k^2$ and its thermal version, with $2\bar n_k+1$ in the sum, are finite and should be small; for $S$ near one, multiphonon processes can no longer be neglected. They can also matter at small $S$ when a gap lies in the tail of $J$, where the one-phonon weight is itself small. For a bath with $\Gamma(0)\neq0$ the thermal sum diverges even at weak coupling and cannot serve as a criterion; there the rates, including $\Gamma(0)$, must be small compared with the inverse memory time of the bath. The differences between the level shifts in (18), which were left out of the argument of $\Gamma$, must also be small compared with the gaps. In the example below the reorganization energy $\lambda=\sum_kc_k^2/\omega_k$, which sets the size of these shifts, is small compared with both gaps. The shifts, the rates and $\kappa_\pm$ must likewise be small compared with the frequency range over which $\Gamma$ varies appreciably; a sharp vibrational peak near a gap makes this much stricter than the comparison with the gap. The full secular equation (18) also needs the rates and $\kappa_\pm$ to be small compared with $|\varepsilon_\pm|$; for the populations in (20) and (22) the secular step needs them small only compared with $\Delta$. Large detuning needs care: for $\delta\to+\infty$, $X_-^2\to1$ and $\varepsilon_-\to-\Omega^2/4\delta$, so the lower polariton merges with the dark level. For a bath with $\Gamma(0)\neq0$, such as an Ohmic bath at finite temperature, $k(-\to D)$ stays finite while the gap closes, and the condition for (18) fails; (20) still holds as long as $\Gamma$ varies little over the level widths, as for white noise, where $\Gamma$ is constant. For $J\propto\omega^3$ at small $\omega$, as in (23) below, $\Gamma(\omega)\approx2J(\omega)/\beta\omega\propto\omega^2$ vanishes faster than the gap, and $\kappa_-/|\varepsilon_-|\to\kappa/\delta$ vanishes too, so the condition can still hold. The difference of the level shifts shrinks only in proportion to the gap: for large $N$ their ratio tends to the thermal Huang–Rhys factor, which must be small. Energetic disorder makes $w_F$ depend on $n$ and gives the dark states photon weight, so (19) then holds only approximately, and only while the disorder is small compared with the gaps. In a planar cavity with many modes the final polariton states must be summed, each with its own exciton weight and gap.

### Worked example

The inputs are chosen, with weak vibronic coupling: $\Omega=100$ meV, $\delta=-20$ meV, $T=300$ K ($k_BT=25.852$ meV), $1/\kappa=100$ fs, and

$$J(\omega)=\frac{\pi\lambda}{2}\Big(\frac{\omega}{\omega_b}\Big)^3e^{-\omega/\omega_b},\qquad\lambda=2\text{ meV},\quad\omega_b=20\text{ meV}.\tag{23}$$

With $u=\omega/\omega_b$, $\pi^{-1}\int J\,d\omega/\omega=(\lambda/2)\int u^2e^{-u}du=\lambda$, so $\lambda$ is the reorganization energy, and $S=\pi^{-1}\int J\,d\omega/\omega^2=\lambda/2\omega_b=0.050$. Its thermal version, with $2\bar n+1$ under the integral, is 0.14 at 300 K.

From (4) and (5), $\Delta=\sqrt{20^2+100^2}=101.980$ meV, $\varepsilon_+=40.990$ meV, $-\varepsilon_-=60.990$ meV, $X_+^2=60.990/101.980=0.5981$ and $X_-^2=40.990/101.980=0.4019$. At the upper gap $J=\pi(40.990/20)^3e^{-40.990/20}=3.4834$ meV and $\bar n=0.2576$, so $\Gamma=2\times3.4834\times(1+0.2576)=8.7615$ meV. At the lower gap $J=4.2214$ meV, $\bar n=0.1044$ and $\Gamma=9.324$ meV. Then, with $\hbar=658.212$ meV fs,

$$\hbar k(+\to D)\big|_{N\to\infty}=0.5981\times8.7615=5.240\text{ meV},\qquad k=7.961\text{ ps}^{-1},$$

$$N\,\hbar k(d\to-)=0.4019\times9.324\approx3.75\text{ meV}.$$

The dependence on $N$ at fixed $\Omega$ is as follows, with rates in ps$^{-1}$.

| $N$ | $k(+\to D)$ | $k(d\to-)$ | $k(+\to-)$ |
|---|---|---|---|
| $10$ | 7.165 | 0.5694 | 0.1893 |
| $10^3$ | 7.953 | 0.005694 | 0.001893 |
| $10^6$ | 7.961 | $5.694\times10^{-6}$ | $1.893\times10^{-6}$ |

The inverses of the first two columns at $N=10^3$ are the 125.7 fs and 175.6 ps of the opening. The transfer time $1/k(d\to-)$ reaches a chosen 1 ns at $N=5694$; for larger $N$ an intrinsic molecular decay of that speed would outrun it. The width 5.24 meV and $\hbar\kappa=6.582$ meV are several times smaller than the 40.990 meV gap but not negligible against it, so the rates carry higher-order corrections that are not computed here. The $N$ dependence is established at second order, and the digits quoted serve to check the second-order formulas; they do not state the accuracy of the model.

At fixed $g$, going from $N=1000$ to $4000$ doubles $\Omega$ to 200 meV and moves the upper gap to 90.499 meV. Then the second-order rate $k(+\to D)$ falls from 7.953 to 5.431 ps$^{-1}$, and $k(d\to-)$ falls from 0.005694 to 0.0007325 ps$^{-1}$, a factor of 7.8 against the four that $1/N$ alone would give, because the lower gap $-\varepsilon_-=\varepsilon_+-\delta$ has moved from 60.990 meV, near the maximum of $J$ at $3\omega_b$, to $90.499+20=110.499$ meV, where $J$ has fallen to half its maximum.

With loss, $\kappa_+=4.019$ and $\kappa_-=5.981$ ps$^{-1}$. At $N=1000$, $k(-\to D)=0.5375$ ps$^{-1}$, so $\eta_+=4.019/(4.019+7.953)=0.3357$ and $\eta_-=5.981/(5.981+0.5375)=0.9175$. With $k(d\to+)=0.001631$ ps$^{-1}$,

$$k_{\rm eff}=0.001631\times0.3357+0.005694\times0.9175=0.00577\text{ ps}^{-1}.$$

For these parameters this is close to $k(d\to-)$: within (22), activation through the upper polariton adds $k(d\to+)\eta_+$, which nearly balances the $k(d\to-)(1-\eta_-)$ that return from the lower polariton removes. The remaining difference of about 1% is too small for its sign to be trusted, given the higher-order corrections that are neglected. The slowest eigenvalue of the full rate matrix is 0.0057708 ps$^{-1}$ against 0.0057716 from (22); at $N=10$ the pair is 0.57695 and 0.58532, which shows the neglected $1/N$ terms. Without loss the equilibrium has $P_-=0.5348$ at $N=10$ but $P_-=0.01048$ and $P_D=0.9893$ at $N=1000$.

### Numerical check

The numerical check tests the main links by separate routes; the shift term $\Lambda$ and the secular approximation at finite temperature are not tested. It diagonalizes (1), rotates the dark basis at random, and evaluates the sums in (8) explicitly, including the correlation $r$. It obtains (10) from a Fock-space trace and (11) from a numerical Fourier integral of $C(\tau)$, with relative error $1.2\times10^{-9}$. It propagates the dissipative part of (18) for a random density matrix with an arbitrary $\Gamma(0)$, at finite and at zero detuning, and recovers (20) to $3.8\times10^{-15}$. It also solves the Schrödinger equation at $T=0$ for $N=2,4,8$ with 160 modes per site in the space of zero and one phonon, assuming no golden rule, and extrapolates $\hbar k/\lambda$ linearly to $\lambda\to0$ from two small values. For $+\to D$ this gives 1.0417, 1.5625, 1.8229, equal to (13) in all printed digits and in the ratio $\tfrac12:\tfrac34:\tfrac78$. For $d\to-$, read off as the decay rate of the survival probability of a random dark state (at $T=0$ the uphill channel is closed and $\Gamma(0)=0$ for this $J$, so no other channel has a finite rate), it gives 0.8483, 0.4241, 0.2120 against 0.8484, 0.4242, 0.2121 from (12), halving with each doubling of $N$. The one-phonon truncation means that this test confirms the second-order rates and says nothing about multiphonon corrections.

## Numbers as computed

```
Test D (T=0, 160 modes/site): hbar*k/lambda, dynamics (lambda->0) vs formula
 N=2: +->D 1.0417 vs 1.0417; +->- 0.3055 vs 0.3055; d->- 0.8483 vs 0.8484
 N=4: +->D 1.5625 vs 1.5625; +->- 0.1527 vs 0.1527; d->- 0.4241 vs 0.4242
 N=8: +->D 1.8229 vs 1.8229; +->- 0.0764 vs 0.0764; d->- 0.2120 vs 0.2121
Test B max rel error = 1.2e-09; Test C max abs error = 3.8e-15
inputs: Omega=100.0 meV, delta=-20.0 meV, lambda=2.0 meV, w_b=20.0 meV
inputs: T=300.0 K, 1/kappa=100.0 fs
hbar = 658.212 meV fs, kT = 25.852 meV, S = 0.050
Delta = 101.980 meV, w+ - w0 = 40.990 meV, w0 - w- = 60.990 meV
X+^2 = 0.5981, X-^2 = 0.4019
w+ - w0: J=3.4834 meV, n=0.2576, G(+)=8.7615 meV, G(-)=1.7946 meV
w0 - w-: J=4.2214 meV, n=0.1044, G(+)=9.3238 meV, G(-)=0.8811 meV
Delta: J=2.5418 meV, n=0.0197, G(+)=5.1838 meV, G(-)=0.1003 meV
hbar kappa=6.582 meV, kappa+=4.019 /ps, kappa-=5.981 /ps
N->inf: hbar k(+->D)=5.2399 meV, N hbar k(d->-)=3.7476 meV
N=10: g=15.81 meV
  k(+->D)=7.165 /ps, lifetime 139.6 fs
  k(d->-)=0.5694 /ps, lifetime 1.756 ps
  k(+->-)=0.1893, k(-->D)=0.4842, k(d->+)=0.1631 /ps
  escape eta+=0.3594, eta-=0.9251
  slow rate: eigenvalue 0.57695 /ps, formula 0.58532 /ps
  lossless equilibrium P+=0.01035, PD=0.454835, P-=0.5348
N=1000: g=1.581 meV
  k(+->D)=7.953 /ps, lifetime 125.7 fs
  k(d->-)=0.005694 /ps, lifetime 175.6 ps
  k(+->-)=0.001893, k(-->D)=0.5375, k(d->+)=0.001631 /ps
  escape eta+=0.3357, eta-=0.9175
  slow rate: eigenvalue 0.0057708 /ps, formula 0.0057716 /ps
  lossless equilibrium P+=0.0002028, PD=0.989317, P-=0.01048
N=1000000: g=0.05 meV
  k(+->D)=7.961 /ps, lifetime 125.6 fs
  k(d->-)=5.694e-06 /ps, lifetime 1.756e+05 ps
  k(+->-)=1.893e-06, k(-->D)=0.538, k(d->+)=1.631e-06 /ps
  escape eta+=0.3355, eta-=0.9175
  slow rate: eigenvalue 5.7708e-06 /ps, formula 5.7708e-06 /ps
  lossless equilibrium P+=2.048e-07, PD=0.999989, P-=1.058e-05
fixed g, N 1000->4000: Omega=200.0 meV, w+ - w0=90.499 meV, X+^2=0.5498
  k(+->D)=5.431 /ps, k(d->-)=0.0007325 /ps
N at which 1/k(d->-) = 1 ns (chosen): 5694
```
